# Does a temperature-dependent fitted Schottky barrier imply changing band alignment?

**Question**

I am studying a resistive memory cell whose current is limited by a Schottky contact. In one resistance state I measure current against voltage at several temperatures. At each temperature I extrapolate the forward current to zero bias and convert this saturation current into a barrier height, using thermionic emission and a known Richardson constant. The fitted barrier rises by a few tens of meV between 240 K and 360 K.

I concluded that the band alignment at the interface changes with temperature. A colleague objects that the contact may simply be non-uniform. But if every part of the contact has a barrier that does not depend on temperature, how can the fitted barrier depend on it? And could any measurement tell the two explanations apart?

**Answer**

Your conclusion does not follow from the data. The fit replaces many barriers by one number, and the weight each barrier has in that number depends on temperature.

**The average that the fit takes**

Let $\Phi$ be a local barrier height in eV, $k$ Boltzmann's constant in eV/K, $\beta=1/(kT)$, and $V$ the forward bias in volts, so that $\beta V$ is dimensionless. Assume that the areas conduct independently in parallel, that they share one Richardson constant $A^*$, and that their barriers depend neither on temperature nor on bias. Each area carries the thermionic current density

$$J(\Phi,V)=A^*T^2e^{-\beta\Phi}\left(e^{\beta V}-1\right).$$

The bias factor is common to all areas. Averaging over the contact therefore leaves the voltage dependence of an ideal diode, with saturation current density

$$J_0=A^*T^2\langle e^{-\beta\Phi}\rangle .$$

Your fit sets $J_0=A^*T^2e^{-\beta\Phi_{\rm ap}}$. The fitted, or apparent, barrier is thus

$$\Phi_{\rm ap}=-kT\ln\langle e^{-\beta\Phi}\rangle .$$

This is an exponential average, not the mean barrier. Now let the fraction of area per unit barrier height be a Gaussian with mean $\bar\Phi$ and standard deviation $\sigma$:

$$g(\Phi)=\frac{1}{\sigma\sqrt{2\pi}}\exp\left[-\frac{(\Phi-\bar\Phi)^2}{2\sigma^2}\right].$$

With $x=\Phi-\bar\Phi$, the exponent in the average is

$$-\frac{x^2}{2\sigma^2}-\beta x-\beta\bar\Phi
=-\frac{(x+\sigma^2\beta)^2}{2\sigma^2}+\frac{\sigma^2\beta^2}{2}-\beta\bar\Phi .$$

Expanding the square confirms this: its cross term is $-\beta x$, and its constant $-\sigma^2\beta^2/2$ is cancelled by the next term. The shifted Gaussian still integrates to one, so

$$\langle e^{-\beta\Phi}\rangle=e^{-\beta\bar\Phi+\sigma^2\beta^2/2}.$$

Taking the logarithm and multiplying by $-kT=-1/\beta$ gives

$$\boxed{\Phi_{\rm ap}(T)=\bar\Phi-\frac{\sigma^2}{2kT}}$$

The fitted barrier rises with temperature while every local barrier stays fixed.

The completed square also shows where the current flows. Weighted by current, the barriers form a Gaussian of the same width centred at

$$\Phi_*=\bar\Phi-\sigma^2\beta .$$

Half the current passes through areas with barriers below $\Phi_*$. They occupy the area fraction $N(-\sigma\beta)$, where $N$ is the normal cumulative function. On heating, $\Phi_*$ moves towards the mean because higher barriers become relatively less obstructive.

**A worked contact**

Take $\bar\Phi=0.80$ eV, $\sigma=0.07$ eV and $A^*=110$ A/(cm² K²). At 300 K, $kT=0.02585$ eV, so

$$\Phi_{\rm ap}=0.80-\frac{0.0049}{2(0.02585)}=0.705\ {\rm eV},$$

$$J_0=110(300)^2e^{-0.7052/0.02585}=1.41\times10^{-5}\ {\rm A/cm^2}.$$

Half of this current flows through 0.34% of the area. From 240 K to 360 K the fitted barrier rises from 0.6815 to 0.7210 eV, or by 39.5 meV.

A finite contact can be sampled directly. A radius of 1 mm and patches 1 µm wide give about 3.14 million patches. One random set of barriers, held fixed at all temperatures, gave fitted values of 0.6833 eV at 240 K and 0.7212 eV at 360 K. The standard deviation of the current between such contacts, converted to a barrier, is 3.6 and 0.2 meV respectively. The first figure overstates the typical scatter, because rare contacts with exceptionally low patches dominate it. The numerical output below lists the intermediate temperatures.

**Why a Richardson plot gives another barrier**

The logarithm of the saturation current is

$$\ln\frac{J_0}{T^2}=\ln A^*-\beta\bar\Phi+\frac{\sigma^2\beta^2}{2}.$$

Here $J_0/T^2$ stands for its numerical value in the units of $A^*$. The local slope gives

$$-\frac{d\ln(J_0/T^2)}{d\beta}=\bar\Phi-\sigma^2\beta=\Phi_* .$$

This lies below $\Phi_{\rm ap}$ by $\sigma^2/(2kT)$. The two numbers answer different questions: $\Phi_{\rm ap}$ gives the size of the current, and the slope gives its activation energy.

Over a limited range the curve can pass for a straight line. Let the measurements be equally spaced in $1/T$, and write $\beta=b+\delta$, where $b$ is the midpoint. Then

$$\beta^2=b^2+2b\delta+\delta^2 .$$

By symmetry the sums of $\delta$ and $\delta^3$ vanish, so a least-squares line replaces $\delta^2$ by its mean $s^2$. Substituting $\delta=\beta-b$ turns the fitted line for $\beta^2$ into $2b\beta-b^2+s^2$. The resulting parameters are

$$\Phi_{\rm line}=\bar\Phi-\sigma^2b,\qquad
A_{\rm line}=A^*\exp\left[-\frac{\sigma^2(b^2-s^2)}{2}\right].$$

For five points from 240 to 360 K, the midpoint in $1/T$ corresponds to 288 K, so $b=40.3$ eV⁻¹. The spacing is $b/10$, hence $s^2=0.02b^2$. The line gives a barrier of 0.603 eV and a Richardson constant of 2.23 A/(cm² K²), about fifty times below the value put in. In this model the small constant reflects the barrier distribution, which concentrates the current in a small part of the area. It does not require inactive areas or a poor transmission.

If $A^*$ is known, plot $\Phi_{\rm ap}$ against $1/(2kT)$ instead. The intercept is $\bar\Phi$ and the slope is $-\sigma^2$. The sampled contact returns 0.797 eV and 0.069 eV, close to the 0.80 and 0.07 eV from which it was drawn.

**What holds for other distributions**

The direction of the change does not depend on the Gaussian shape. For any fixed distribution $g$ with finite averages, define

$$Z=\langle e^{-\beta\Phi}\rangle,\qquad
w(\Phi)=\frac{g(\Phi)e^{-\beta\Phi}}{Z},$$

so that $w$ is the current-weighted distribution. Since $d\beta/dT=-1/(kT^2)$, we have $d\ln Z/dT=\langle\Phi\rangle_w/(kT^2)$. Differentiating $\Phi_{\rm ap}=-kT\ln Z$ gives

$$\frac{d\Phi_{\rm ap}}{dT}=-k\ln Z-\frac{\langle\Phi\rangle_w}{T}
=k\int w\ln\frac{w}{g}\,d\Phi\equiv kD .$$

The second equality uses $\ln(w/g)=-\beta\Phi-\ln Z$. The quantity $D$ is the relative entropy of $w$ with respect to $g$. Because $\ln y\le y-1$, setting $y=g/w$ gives $-D\le\int(g-w)\,d\Phi=0$. Hence $D\ge0$.

Fixed parallel barriers therefore cannot make $\Phi_{\rm ap}$ fall on heating, provided the fit uses the correct temperature-independent $A^*$. If it uses $rA^*$ instead, it adds $kT\ln r$ to the fitted barrier, which can produce a fall when $r<1$. For the Gaussian, $D=\sigma^2\beta^2/2$, and the rate at 300 K is 0.316 meV/K.

**Can the two explanations be separated?**

The saturation current alone cannot do it. A uniform contact whose barrier really moved as $\Phi_{\rm ap}(T)$ would give the same $J_0(T)$. Even a barrier drifting linearly with temperature follows the Gaussian result to within 2.1 meV between 240 and 360 K. That misfit corresponds to roughly 10% in current.

Capacitance weights the areas differently. For uniform doping and areas wide compared with the depletion layer, the local capacitance per area is proportional to $(U+x)^{-1/2}$. Here $x=\Phi-\bar\Phi$,

$$U=\bar\Phi-V_n-V-kT,$$

and $V_n$ is the distance in eV from the Fermi level to the conduction-band edge in the bulk. To second order in $\sigma/U$,

$$\langle(U+x)^{-1/2}\rangle\simeq U^{-1/2}\left(1+\frac{3\sigma^2}{8U^2}\right).$$

The term linear in $x$ averages to zero. Taking the inverse square gives

$$\frac1{C^2}\propto f(U)=U-\frac{3\sigma^2}{4U},\qquad
f'(U)=1+\frac{3\sigma^2}{4U^2}.$$

Because $dU/dV=-1$, the tangent reaches zero at the voltage $V+f/f'$. To the same order, $f/f'=U-3\sigma^2/(2U)$. Adding $V_n+kT$ to the intercept gives the capacitance barrier

$$\Phi_{CV}=\bar\Phi-\frac{3\sigma^2}{2U}.$$

At a reverse bias of 0.5 V, treating the example's patches as independent capacitors gives 0.793 eV at both 240 K and 360 K; the change is below 1 meV. This is an approximation, because the patches are only two to three times as wide as the depletion layer. A real shift of the whole alignment would move $\Phi_{CV}$ as well. A steady $\Phi_{CV}$ beside a rising $\Phi_{\rm ap}$ thus supports a fixed mean, if the doping is uniform and traps do not affect the capacitance. It does not prove that each local barrier is fixed, since the width could still change. Nor does it prove that the contact is non-uniform. Take a uniform contact with the fixed barrier of 0.603 eV and the effective constant of 2.23 A/(cm² K²) found from the straight line above. Analysed with 110, it has $r\approx49$, so $kT\ln r$ raises its fitted barrier by about 40 meV between 240 and 360 K while $\Phi_{CV}$ stays steady. The level of $\Phi_{CV}$ separates the cases: it lies above $\Phi_{\rm ap}$ for the Gaussian contact and below it, near 0.60 eV, for the uniform one, provided that whatever reduces the constant does not also distort the capacitance.

The ideality factor $n$ carries separate information. Strictly fixed barriers give $n=1$. Suppose instead that forward bias narrows the distribution about a fixed mean, with width $\sigma(1-cV)$. Apart from the factor $1-e^{-\beta V}$, which describes the reverse flow, the logarithm of the current contains

$$\beta V-\beta\bar\Phi+\frac{\sigma^2(1-cV)^2\beta^2}{2}.$$

Differentiating with respect to $\beta V$ at zero bias gives

$$\frac1n=1-c\sigma^2\beta .$$

With $c=0.2$ V⁻¹, $n$ falls from 1.050 at 240 K to 1.033 at 360 K. A temperature-dependent $n$ therefore requires something beyond fixed barriers, and bias narrowing is one possibility.

**When the Gaussian result fails**

*Missing low barriers.* The contact must contain the low barriers that carry the current. If the distribution ends at a lower cutoff $\Phi_c$, the shifted Gaussian in the numerator and the original one in the normalisation are both cut. The average is multiplied by

$$F=\frac{N[(\bar\Phi-\sigma^2\beta-\Phi_c)/\sigma]}{N[(\bar\Phi-\Phi_c)/\sigma]},$$

and $\Phi_{\rm ap}$ changes by $-kT\ln F$. A cutoff at 0.50 eV raises the 240 K value by 4.2 meV.

*Too few patches.* Among $M$ patches, the number lying $t$ standard deviations below the mean is of order $Me^{-t^2/2}$, apart from slowly varying factors. To leading order, the deepest patch therefore lies at $t=\sqrt{2\ln M}$, while the current needs patches near $t=\sigma\beta$. Equating the two gives an estimate of the temperature near and below which the law fails:

$$T_f=\frac{\sigma}{k\sqrt{2\ln M}} .$$

For the example this is about 149 K. The neglected factors make the deepest patch shallower, so the law fails at a somewhat higher temperature than this estimate, especially when $M$ is small. At 80 K the Gaussian formula would give 0.445 eV, but the sampled contact gives 0.562 eV, and its lowest patch alone carries 39% of the current.

Sample-to-sample scatter appears earlier. The ratio $\langle e^{-2\beta\Phi}\rangle/\langle e^{-\beta\Phi}\rangle^2$ equals $e^{\sigma^2\beta^2}$, so the relative standard deviation of the current is $\sqrt{(e^{\sigma^2\beta^2}-1)/M}$. This variance is carried by patches near $t=2\sigma\beta$, twice as far below the mean as those that carry the current. Multiplying the relative deviation by $kT$ therefore estimates the scatter in the fitted barrier only above about $2T_f$, here 297 K. At lower temperatures it overstates the typical scatter.

*Small patches.* A narrow low-barrier patch is screened by its surroundings. Consider a disc of radius $R$ whose barrier is lower by $\Delta$. In the depletion approximation with an unchanged depletion edge, its extra potential obeys Laplace's equation. Integrating the half-space boundary kernel over the disc gives, at depth $z$ on the axis,

$$-\Delta z\int_0^R\frac{r\,dr}{(r^2+z^2)^{3/2}}
=-\Delta\left(1-\frac{z}{\sqrt{z^2+R^2}}\right).$$

The background band energy is $V_n+V_b(1-z/W)^2$, with band bending $V_b$ and depletion width $W$. The total slope at the interface is $-2V_b/W+\Delta/R$. It is positive, so that a higher barrier forms inside the semiconductor, when

$$R<R_p=\frac{\Delta W}{2V_b}.$$

At 240 K, $W=292$ nm and $V_b=0.64$ eV. For the current-weighted mean barrier, $\Delta=\sigma^2\beta=0.237$ eV, which gives $R_p=54$ nm. The example's patches have a half-width of 500 nm and are safely wider. For narrow patches the relevant barrier is the saddle inside the semiconductor, which depends on bias.

**Comparison with real contacts**

The parameters are rough values in the regime of a metal contact on n-type silicon doped to $10^{16}$ cm⁻³. Of the neglected effects estimated here, a real drift of the barrier could change the rise most. Silicon's gap narrows by roughly 0.25 meV/K; if all of this entered the barrier, it would remove 30 meV of the 39.5 meV rise. A silicon diode therefore need not follow the fixed-barrier curve. Using 263 A/(cm² K²), the ideal (100) constant for rounded electron masses of 1.0 and 0.2, in place of 110 would raise the fitted barrier by 23 meV at 300 K, in proportion to $T$. Evaluated at the mean barrier, image-force lowering is 22–23 meV. A semiclassical estimate of tunnelling lowering, for a barrier without image-force rounding, is 12–13 meV. The two should not simply be added, because rounding the top of the barrier reduces the tunnelling contribution. Each estimate varies by less than 1.5 meV over the temperature range. A memory cell can depart much further: its area is far below that of a 1 mm radius contact, and stronger doping thins the barrier and increases tunnelling. With $M=100$ and the same $\sigma$, $T_f$ would be about 268 K, so a single cell near room temperature would not be described reliably by the Gaussian average.

**What this means for switching**

The same caution applies when two resistance states are compared. Suppose switching changes the width from $\sigma_2$ to $\sigma_1$ while the mean, $A^*$ and temperature are held fixed. For a contact with enough patches, dividing the two averages gives

$$\frac{J_1}{J_2}=\exp\left[\frac{(\sigma_1^2-\sigma_2^2)\beta^2}{2}\right].$$

Widths of 0.07 and 0.05 eV give a ratio of 6.0 at 300 K. A one-barrier fit would report this as a lowering of 46 meV, although the mean barrier has not moved. Local barriers did change during switching; they need not change during the temperature scan of either state.

For your data, I would report the rise as a property of the fitted barrier, and measure $\Phi_{CV}(T)$ in the same resistance state, comparing both its drift and its level with $\Phi_{\rm ap}$, before assigning the rise to band alignment or to non-uniformity.

## Computed values

```
Mean barrier: 0.80 eV
Barrier standard deviation: 0.07 eV
Richardson constant: 110 A/(cm^2 K^2)
Doping: 1.0e+16 cm^-3
Relative permittivity: 12
Contact radius: 1.0 mm
Patch width: 1000 nm
Number of patches: 3141593
T (K) | fitted law, sampled, slope barrier (eV) | scatter (meV)
240.0 | 0.6815, 0.6833, 0.5631 | 3.59
261.8 | 0.6914, 0.6925, 0.5828 | 1.57
288.0 | 0.7013, 0.7019, 0.6026 | 0.75
320.0 | 0.7112, 0.7115, 0.6223 | 0.39
360.0 | 0.7210, 0.7212, 0.6420 | 0.22
Fitted-barrier rise, 240 to 360 K: 39.5 meV
Fitted barrier at 300 K: 0.7052 eV
Saturation current density at 300 K: 1.407e-05 A/cm^2
Recovered mean from sample: 0.7968 eV
Recovered width from sample: 0.0686 eV
Straight Richardson-fit barrier: 0.6026 eV
Straight-fit Richardson constant: 2.23 A/(cm^2 K^2)
Area carrying half the current, 300 K: 0.339 %
Sampled current share of low patches: 48.9 %
Fitted-barrier rate at 300 K: 0.316 meV/K
Largest linear-drift misfit: 2.13 meV
Cutoff barrier tried: 0.50 eV
Cutoff shift at 240 K: 4.20 meV
Finite-patch freezing temperature: 148.5 K
Gaussian law at 80 K: 0.4446 eV
Sampled fitted barrier at 80 K: 0.5615 eV
Lowest patch share at 80 K: 39.0 %
Lowest sampled barrier: 0.4648 eV
C-V barriers, 240/360 K: 0.7934/0.7926 eV
Bias-narrowing coefficient: 0.2 1/V
Ideality factors, 240/360 K: 1.0497/1.0326
Narrow-state standard deviation: 0.05 eV
Wide/narrow current ratio, 300 K: 6.023
Depletion width at 240 K: 291.6 nm
Pinch-off radius at 240 K: 53.9 nm
Image-force lowering, 240/360 K: 22.97/22.04 meV
Tunnelling lowering, 240/360 K: 13.14/11.79 meV
Surface-orientation shift, 300 K: 1.26 meV
Ideal (100) Richardson constant: 263.0 A/(cm^2 K^2)
Shift from using that constant, 300 K: 22.54 meV
Doping / band density at 240 K: 4.64e-04
Series voltage, 360 K and 0.1 V: 1.13 mV
Peak field at 240 K: 0.0440 MV/cm
Rough breakdown field: 0.3 MV/cm
Rough gap drift: -0.25 meV/K
Gap drift over 240 to 360 K: -30.0 meV
```
